# Electron Levels of Two Oxygen Vacancies Sharing One Cation

**Setting.** In crystalline zinc oxide an oxygen ion has four cation neighbours at the corners of a tetrahedron. Removing the oxygen leaves a vacancy surrounded by these cations. If two neighbouring oxygens are missing, their tetrahedra can share one cation, so that the pair has seven cations rather than eight.

Use the following one-electron model. Each cation $i$ carries one s orbital $|i\rangle$. The orbitals are orthonormal and all have energy zero. Two orbitals are coupled by the matrix element $-t$ if their cations surround the same vacancy; otherwise they are uncoupled. Take $t>0$ unless told otherwise: s orbitals of equal sign then lower the energy when they combine in phase. The surrounding solid is left out until part (g).

## (a) One vacancy

**Question.** Find all levels of a single tetrahedron.

**Answer.** Let $J$ be the $4\times4$ matrix whose elements are all 1, and $I$ the unit matrix. Every pair of different cations is coupled and the diagonal is zero, so

$$H=-t(J-I).$$

Acting on amplitudes $c_i$, $J$ replaces each of them by the sum $\sum_j c_j$. For four equal amplitudes it multiplies the vector by 4. For amplitudes of zero sum, a three-dimensional space, it gives zero. Hence

$$E=-t(4-1)=-3t\ \text{(once)},\qquad E=-t(0-1)=+t\ \text{(three times)}.$$

In the lowest state the electron is spread equally over the four cations, and each cation has three partners in phase with it.

## (b) Two vacancies with a common cation

**Question.** Find all seven levels of the pair. By how much does the lowest level differ from that of one vacancy at the same $t$?

**Answer.** Let $a$ be the amplitude on the shared cation, $b_i$ those on the three outer cations of the first tetrahedron and $c_i$ those of the second. Write $B=\sum_i b_i$ and $C=\sum_i c_i$. The shared cation couples to all six outer ones, an outer cation to the shared one and to two others:

$$Ea=-t(B+C),$$
$$Eb_i=-t(a+B-b_i),\qquad Ec_i=-t(a+C-c_i).$$

Moving the $b_i$ and $c_i$ terms to the left gives

$$(E-t)b_i=-t(a+B),\qquad (E-t)c_i=-t(a+C).$$

The right-hand sides do not depend on $i$. There are therefore two cases.

*Case $E=t$.* Both right-hand sides must vanish, so $B=C=-a$. The first equation becomes $ta=-t(-2a)=2ta$, hence $a=0$ and $B=C=0$. Each outer triangle has two independent sets of amplitudes with zero sum. The level $+t$ thus occurs four times.

*Case $E\neq t$.* All $b_i$ equal a common $b$, and all $c_i$ a common $c$. Then

$$Ea=-3t(b+c),\qquad Eb=-ta-2tb,\qquad Ec=-ta-2tc.$$

Subtracting the last two equations gives $(E+2t)(b-c)=0$.

If $b\neq c$, then $E=-2t$. The equation for $b$ becomes $-2tb=-ta-2tb$, so $a=0$, and the first equation gives $c=-b$. This is one odd state, with a node on the shared cation.

If $b=c$, the equations are

$$Ea=-6tb,\qquad (E+2t)b=-ta.$$

Multiply the second by $E$ and insert the first:

$$E(E+2t)b=-t(Ea)=6t^2b.$$

Here $b\neq0$, since $b=0$ would force $a=0$ as well. Therefore

$$E^2+2tE-6t^2=0,\qquad E=-t\pm\sqrt{t^2+6t^2}=(-1\pm\sqrt7)\,t.$$

The count is $4+1+2=7$, so no level is missing. The sum is $4t-2t-2t=0$, as the zero diagonal of $H$ requires. The lowest level is

$$E_0=-(1+\sqrt7)\,t\approx-3.646\,t,$$

which lies below $-3t$ by

$$\Delta=-3t-E_0=(\sqrt7-2)\,t\approx0.646\,t.$$

## (c) Where the electron sits

**Question.** Find the probabilities on the cations in the lowest pair state, and divide its energy between the two kinds of bond.

**Answer.** With $E=E_0$ the outer equation gives

$$a=-\left(\frac{E_0}{t}+2\right)b=(\sqrt7-1)\,b,\qquad a^2=(8-2\sqrt7)\,b^2.$$

Normalization, $a^2+6b^2=1$, then yields

$$b^2=\frac1{14-2\sqrt7}=\frac{14+2\sqrt7}{196-28}=\frac{7+\sqrt7}{84}\approx0.115,$$
$$a^2=1-6b^2=\frac{7-\sqrt7}{14}\approx0.311.$$

The shared cation holds 31% of the electron, against 25% on each cation of a single vacancy.

A bond between amplitudes $c_i$ and $c_j$ contributes $-2tc_ic_j$ to the energy. There are six bonds to the shared cation and six between outer cations. Since

$$ab=(\sqrt7-1)b^2=\frac{(\sqrt7-1)(7+\sqrt7)}{84}=\frac{\sqrt7}{14},$$

the two groups contribute

$$-12t\,ab=-\frac{6\sqrt7}{7}t\approx-2.27t,\qquad -12t\,b^2=-\left(1+\frac{\sqrt7}{7}\right)t\approx-1.38t.$$

Their sum is $-(1+\sqrt7)t$. The bonds to the shared cation supply the larger part.

## (d) The pair as two overlapping vacancy states

**Question.** Let $|A\rangle$ and $|B\rangle$ be the lowest states of the two separate tetrahedra. Estimate the pair levels from these two states alone. Which estimate is exact?

**Answer.** Each state has amplitude $1/2$ on its four cations. They have one cation in common, so $\langle A|B\rangle=1/4$.

Split the Hamiltonian as $H=H_A+H_B$, each part holding the couplings of one tetrahedron. From part (a), $H_A|A\rangle=-3t|A\rangle$ and $H_B|B\rangle=-3t|B\rangle$. The state $|A\rangle$ touches the second tetrahedron only at the shared cation, where $H_B$ has no diagonal element, so $\langle A|H_B|A\rangle=0$. Thus

$$\langle A|H|A\rangle=\langle B|H|B\rangle=-3t,$$
$$\langle A|H|B\rangle=\langle A|H_A|B\rangle+\langle A|H_B|B\rangle=-\frac{3t}{4}-\frac{3t}{4}=-\frac{3t}{2}.$$

The combinations $|A\rangle\pm|B\rangle$ have energies

$$E_\pm=\frac{-3t\mp 3t/2}{1\pm1/4},\qquad E_+=-\frac{18}{5}t,\qquad E_-=-2t.$$

The odd result is exact, because $|A\rangle-|B\rangle$ vanishes on the shared cation and is uniform with opposite signs on the two triangles; this is the odd state of part (b). The even result is a variational upper bound on $E_0$. It lies $0.046t$ too high because it fixes $a=2b$, whereas the true ratio is $\sqrt7-1\approx1.65$.

The overlap makes the splitting unequal. Relative to $-3t$, the even level falls by about $0.65t$ while the odd level rises by $t$.

## (e) Changed sign and changed shared cation

**Question.** (i) What are the lowest levels of one vacancy and of the pair if $t<0$? (ii) Return to $t>0$ and give the shared cation an energy $\delta$ relative to the outer ones. For which $\delta$ is the pair level still below $-3t$?

**Answer.** (i) The algebra of parts (a) and (b) did not use the sign of $t$. With $t=-|t|$ the lowest single level is $-|t|$. The pair levels become $(1+\sqrt7)|t|$, $2|t|$, $-|t|$ four times, and $-(\sqrt7-1)|t|$. The last is the lowest, about $-1.65|t|$. The levels are much shallower, since three or more mutually coupled cations cannot all be out of phase with one another. The drop is nevertheless the same, $(\sqrt7-1)|t|-|t|=(\sqrt7-2)|t|$.

(ii) The shared cation has lost two oxygen neighbours and the outer ones one each, so a difference $\delta$ is to be expected. The odd states and the zero-sum states have $a=0$ and do not change. For the even states

$$(E-\delta)a=-6tb,\qquad (E+2t)b=-ta,$$

and multiplying the second equation by $E-\delta$ gives $(E-\delta)(E+2t)=6t^2$. The lower root is

$$E_0(\delta)=\frac{\delta-2t-\sqrt{(\delta+2t)^2+24t^2}}{2}.$$

The root exceeds $|\delta+2t|$, so $E_0(\delta)<-2t$ and this remains the lowest level. It rises with $\delta$, because $dE_0/d\delta$ is the probability on the shared cation. It reaches $-3t$ when $(-3t-\delta)(-t)=6t^2$, that is, at $\delta=3t$. The pair level is therefore below $-3t$ for $\delta<3t$, the single vacancy being held unshifted.

For $\delta\to+\infty$ the electron avoids the shared cation and $E_0\to-2t$, the lowest level of a triangle. For $\delta\to-\infty$ it settles on the shared cation and $E_0\to\delta$.

## (f) Does the lower level bind the vacancies?

**Question.** Compare the pair with two distant vacancies at the same $t$ and without electron repulsion, (i) for two electrons in total and (ii) for four, the number belonging to two neutral vacancies. Evaluate both for $t=2.5$ eV.

**Answer.** Each level takes two electrons of opposite spin. Two electrons fill $E_0$ of the pair; on distant vacancies each has energy $-3t$:

$$\delta E_2=-2(1+\sqrt7)t+6t=(4-2\sqrt7)t\approx-1.29t=-3.23\ \text{eV}.$$

Four electrons must also fill the odd level at $-2t$:

$$\delta E_4=-2(1+\sqrt7)t-4t+12t=(6-2\sqrt7)t\approx+0.71t=+1.77\ \text{eV}.$$

Within the isolated cluster, two electrons favour the pair and four oppose it. The drop of the lowest level does not by itself show that neutral vacancies attract.

An energy $U$ for two electrons on the same cation can be added and the few-electron problem diagonalized. With a chosen $U=5$ eV the two changes become $-2.51$ and $+2.09$ eV. Both signs survive. Repulsion between different cations is still absent.

## (g) The pair inside an oxide

**Question.** Take $t=2.5$ eV, a cation distance $d=0.32$ nm and a conduction-electron mass $m=0.30\,m_e$. Represent the host by an fcc lattice of cations with hopping $-t_h$ between nearest neighbours.

(i) Find $t_h$ and the band edge.

(ii) Now replace $t_h$ by $t$ on the six bonds around each vacancy. Diagonalization of a periodic cell of $14^3$ cations places the lowest state 1.258 eV below the band edge for one vacancy and 2.834 eV below it for the pair. The second state of the pair lies 0.012 eV above the edge; it is a band state, and this offset shrinks towards zero as the cell grows (0.004 eV for about 6900 cations), while the two depths do not change in the digits shown. What remains of parts (b) and (f)?

**Answer.** (i) A cation has twelve neighbours at vectors $\mathbf r$ of length $d$. For small $k$

$$E(\mathbf k)=-t_h\sum_{\mathbf r}\cos(\mathbf k\cdot\mathbf r)\approx-12t_h+\frac{t_h}{2}\sum_{\mathbf r}(\mathbf k\cdot\mathbf r)^2.$$

By cubic symmetry the last sum is $12k^2d^2/3=4k^2d^2$. The energy rises by $2t_hd^2k^2$, which must equal $\hbar^2k^2/2m$. Hence

$$t_h=\frac{\hbar^2}{4md^2}=0.620\ \text{eV},\qquad -12t_h=-7.44\ \text{eV}.$$

(ii) The isolated cluster has levels $-3t=-7.50$ eV and $E_0=-9.11$ eV, a drop of 1.61 eV. In the host the drop is $2.834-1.258=1.58$ eV, about 2% smaller. The single level is far deeper below the band edge than the 0.06 eV that a direct comparison of $-7.50$ with $-7.44$ eV would suggest, because the embedded electron also gains energy by hopping into the host. The host lowers the single level by 1.20 eV and the pair level by 1.16 eV, so most of its effect cancels in the difference. The cancellation relies partly on two host bonds that directly join outer cations of different tetrahedra; cutting them for the pair alone would reduce the drop to 1.32 eV, and cutting the same two bonds for the single vacancy as well would give 1.41 eV. For these parameters the cluster therefore gives a good value of the drop, but not of the depth; other parameters need not give so close a cancellation.

The four-electron result does not survive. The odd cluster level, $-2t=-5.0$ eV, lies inside the band, and the embedded pair shows no second bound state in the cell used. Two of the four electrons go to the band edge. Without repulsion, and with energies measured from that edge,

$$\delta E_4=2(-2.834)+0-4(-1.258)\approx-0.64\ \text{eV}.$$

For these parameters the cost of 1.77 eV has become a gain, and the pair has given two electrons to the conduction band. The gain requires the pair depth, 2.834 eV, to exceed twice the single depth, 2.516 eV. Its sign is not robust: raising $t$ by 10% at fixed $t_h$ already turns it into a small cost. For two electrons the change is $2(-2.834)+2(1.258)=-3.15$ eV, close to the cluster value. Attraction between the released electrons and the charged pair is left out.

## (h) Reliability of the number

**Question.** Estimate how far the drop or the pair level moves through orbital overlap, hopping disorder, altered site energies and a field of 1 MV/cm. Then set the model beside a real zinc-based oxide.

**Answer.** *Overlap.* Let neighbouring orbitals around a vacancy have overlap $s$. With $M$ the matrix that has 1 for each coupled pair, $H=-hM$ and the overlap matrix is $I+sM$. An eigenvector of $M$ with eigenvalue $\lambda$ obeys $-h\lambda=E(1+s\lambda)$, so $E=-h\lambda/(1+s\lambda)$. The lowest level has $\lambda=3$ for one vacancy and $\lambda=1+\sqrt7$ for the pair. Holding the single level at $-3t$ requires $h=t(1+3s)$. For $s=0.10$, $h=3.25$ eV and

$$E_0=-\frac{3.25\times3.646}{1.365}\ \text{eV}\approx-8.68\ \text{eV}.$$

The drop is 1.18 eV, 27% below the orthogonal result.

*Disorder.* Let the twelve hoppings vary independently with standard deviation $\sigma=0.25$ eV. To first order each change is multiplied by $2c_ic_j$, so the spread of the pair level is

$$2\sigma\sqrt{6a^2b^2+6b^4}\approx0.50\sqrt{0.214+0.079}\ \text{eV}\approx0.27\ \text{eV}.$$

A sample of 4000 random clusters also gives 0.27 eV. This is a spread between different vacancy pairs; their mean level moves down by only about 0.02 eV.

*Site energies.* With $\delta=-0.5$ eV on the shared cation, part (e) gives $E_0=-9.27$ eV, lower by 0.16 eV. In a second embedded model each vacancy lowers its four site energies and its six coupling elements by the same $\tau$. Choosing $\tau=1.41$ eV to keep the single depth at 1.258 eV gives a drop of 1.69 eV, 5% above the isolated-cluster value.

*Field and temperature.* A field of 1 MV/cm is 0.1 V/nm, or 0.032 eV across the distance $d$ between the vacancies. For a field along the line joining them, exchanging the two tetrahedra reverses the potential measured from the shared cation, so the first-order shift vanishes. The computed shift is about $-0.0001$ eV. A field perpendicular to this line can leave a first-order shift, at most about 0.010 eV relative to the shared cation, which is still small. The thermal energy at 300 K, 0.026 eV, is also small beside the bound-state depths.

*The real material.* The distance and the mass are rough values for zinc oxide. The hopping $t=2.5$ eV is not a typical cation–cation hopping: it is four times $t_h$, and was chosen so that one embedded vacancy binds an electron by about 1 eV, as suits a deep donor. It is an adjusted parameter, not a hopping derived for the real vacancy. Real cations move when the charge of the vacancy changes, which the model forbids. If this changed every $t$ by 10%, the isolated-cluster drop would change by 10%, or 0.16 eV. The cations of ordinary crystalline zinc oxide are arranged nearly in hexagonal close packing, not in the fcc lattice used here, and an amorphous film has varied coordination and no long-range order. For these parameters a drop of roughly 1 to 2 eV is a reasonable reading of the model, not a measured defect level.

## Calculated quantities

```
hopping t (chosen): 2.5000 eV
cation distance d (rough): 0.3200 nm
electron mass (rough): 0.30 m_e
lowest level, one tetrahedron: -7.5000 eV
pair level 1: -9.1144 eV
pair level 2: -5.0000 eV
pair level 3: 2.5000 eV
pair level 4: 2.5000 eV
pair level 5: 2.5000 eV
pair level 6: 2.5000 eV
pair level 7: 4.1144 eV
lowest pair level / t: -3.645751 (no unit)
drop of lowest level: 1.6144 eV
drop / t: 0.645751 (no unit)
drop, converted: 155.76 kJ/mol
weight on shared cation: 0.3110 (no unit)
weight on each outer cation: 0.1148 (no unit)
two-state upper bound: -9.0000 eV
reversed sign, one tetrahedron: -2.5000 eV
reversed sign, pair: -4.1144 eV
2-electron energy change, U=0: -3.2288 eV
4-electron energy change, U=0: 1.7712 eV
on-site repulsion U (chosen): 5.0000 eV
2-electron energy change, with U: -2.5099 eV
4-electron energy change, with U: 2.0900 eV
shared-cation shift (chosen): -0.5000 eV
pair level with that shift: -9.2740 eV
orbital overlap (chosen): 0.10 (no unit)
drop with overlap: 1.1831 eV
hopping disorder, std (chosen): 0.2500 eV
pair-level spread from disorder: 0.2727 eV
host hopping from mass: 0.6201 eV
number of cross couplings: 2 (count)
pair level with cross couplings: -9.4071 eV
host band edge: -7.4414 eV
embedded single depth: 1.2579 eV
embedded pair depth: 2.8338 eV
second pair state minus band edge: 0.0121 eV
embedded drop, hopping model: 1.5759 eV
single-level supercell change: 0.000291 eV
tau matched to single depth: 1.4099 eV
embedded drop, site-energy model: 1.6922 eV
electric field (chosen): 1.0 MV/cm
pair-level shift in field: -0.0000796 eV
temperature: 300 K
thermal energy: 0.0259 eV
```
